# Missing Bragg orders of a two-material multilayer and their limits

Before calculating a multilayer mirror for extreme ultraviolet light, one must choose the share of each period that the heavy material fills. The choice decides which Bragg orders reflect strongly and which are suppressed. If a certain order is to be removed, one must also decide whether that share is to be counted in geometric thickness or in optical thickness. The kinematic approximation, in which every layer sees the undisturbed incident wave, gives a simple rule for the geometric share. The rule is correct to first order in the amounts by which the squared indices of the layers differ from one, and the corrections to it can be calculated.

Let the stack consist of $N$ identical periods of thickness $d$ in vacuum. Each period has a heavy layer of thickness $a=\Gamma d$ on top and a light layer of thickness $b=(1-\Gamma)d$ below it, with $0<\Gamma<1$ and sharp, flat faces. The coordinate $z$ runs into the stack from its top face at $z=0$. With time dependence $e^{-i\omega t}$, an absorbing material has an index $n$ with positive imaginary part. Let $\chi=n^2-1$, with values $\chi_H$ and $\chi_L\neq\chi_H$ in the heavy and light layers.

Light of vacuum wavelength $\lambda$ arrives at angle $\theta$ from the normal, with its electric field parallel to the layers (s polarization). At normal incidence the polarization does not matter. With $k=2\pi/\lambda$, the field is $E(z)e^{ikx\sin\theta}$, and the wave equation $\nabla^2E+k^2n^2E=0$ becomes

$$E''+(k_z^2+k^2\chi)E=0,\qquad k_z=k\cos\theta .$$

Moving the term with $\chi$ to the right makes it a source, $E''+k_z^2E=-k^2\chi E$. The outgoing response to a unit source at $z'$ is

$$G(z-z')=\frac{e^{ik_z|z-z'|}}{2ik_z}.$$

Away from $z'$ it solves the free equation, and at $z'$ its slope jumps by $[ik_z-(-ik_z)]/(2ik_z)=1$, as a unit source requires. The scattered field is therefore $-k^2\int G\chi E\,dz'$. The kinematic approximation replaces $E$ in this integral by the incident wave $e^{ik_zz'}$. In front of the stack $|z-z'|=z'-z$, so the scattered field is $r\,e^{-ik_zz}$ with

$$r=\frac{ik^2}{2k_z}\int\chi(z)e^{iqz}\,dz,\qquad q=2k_z .$$

The factor $i$ comes from $-1/(2i)=i/2$. The factor 2 in $q$ counts the path in and the path out.

Because all periods are alike, the integral is a product of one period's contribution and a sum over positions:

$$\int\chi e^{iqz}\,dz=F(q)\sum_{j=0}^{N-1}e^{iqjd},\qquad F(q)=\int_0^d\chi(z)e^{iqz}\,dz .$$

All terms of the sum equal one when $q=q_m=2\pi m/d$ with $m$ a positive integer. Inserting $q=2k\cos\theta$ gives the vacuum Bragg condition $2d\cos\theta=m\lambda$. The sum is then $N$.

To find $F(q_m)$, write $\chi$ as $\chi_L$ everywhere plus $\chi_H-\chi_L$ in the heavy layer. The uniform part integrates to zero, since $e^{iq_mz}$ runs through $m$ full cycles in a period. What remains is

$$F(q_m)=(\chi_H-\chi_L)\frac{e^{iq_ma}-1}{iq_m}
=(\chi_H-\chi_L)\,d\,e^{i\pi m\Gamma}\frac{\sin(\pi m\Gamma)}{\pi m}.$$

The second form uses $e^{ix}-1=2ie^{ix/2}\sin(x/2)$ with $x=q_ma=2\pi m\Gamma$. For the prefactor, $k^2/(2k_z)=k/(2\cos\theta)$ and $d=\pi m/(k\cos\theta)$. The factors $k$ and $\pi m$ cancel, and

$$r_m=\frac{iN(\chi_H-\chi_L)}{2\cos^2\theta}\,e^{i\pi m\Gamma}\sin(\pi m\Gamma).$$

As $N$ and the contrast are not zero, this amplitude vanishes if and only if $m\Gamma$ is an integer. The difference $e^{iq_ma}-1$ shows why. The two faces of a heavy layer scatter with opposite signs, because the material changes from light to heavy at one and back at the other. When their path phase $2\pi m\Gamma$ is a whole number of cycles, they cancel. Absorption does not alter this first-order result, since a complex contrast multiplies both faces alike.

The first order cannot be missing, because $\Gamma$ lies between zero and one. If $\Gamma=u/s$ in lowest terms, $mu/s$ is an integer precisely when $s$ divides $m$. Thus $\Gamma=1/2$ removes the even orders and $\Gamma=2/5$ removes orders 5, 10 and so on. For $\Gamma=0.4$ the factor $|\sin(\pi m\Gamma)|$ is 0.95, 0.59, 0.59, 0.95 and 0 in orders 1 to 5. These numbers are not relative reflectances: they are factors of the amplitude, and if the orders are reached by changing the wavelength, the contrast changes too.

The zero belongs to the exact value $q_m$, so its neighbourhood matters as well. For a missing order, $F\approx F'(q_m)\Delta q$ with $\Delta q=q-q_m$, and $F'(q_m)=i\int_0^d z\chi e^{iq_mz}dz$. Integration by parts over the heavy layer gives

$$\int_0^a z e^{iq_mz}dz=\frac{a e^{iq_ma}}{iq_m}-\frac{1}{iq_m}\int_0^a e^{iq_mz}dz=\frac{a}{iq_m},$$

because $e^{iq_ma}=1$ and the last integral vanishes. The light layer gives $b/(iq_m)$ in the same way. Hence

$$F(q)\approx\frac{\bar\chi d}{q_m}\Delta q,\qquad \bar\chi=\Gamma\chi_H+(1-\Gamma)\chi_L .$$

The geometric sum has magnitude $|\sin(N\Delta q\,d/2)/\sin(\Delta q\,d/2)|$. For small $\Delta q\,d$ the denominator is $|\Delta q|d/2$, which cancels the factor $\Delta q$ in $F$. At normal incidence the prefactor is $k/2$ and $q_m=2k$, so that

$$|r|\approx\frac{k}{2}\,\frac{2|\bar\chi|}{2k}\left|\sin\frac{N\Delta q\,d}{2}\right|
=\frac{|\bar\chi|}{2}\left|\sin\frac{N\Delta q\,d}{2}\right| .$$

Near a missing order the kinematic amplitude thus stays bounded as periods are added, whereas at an allowed order it grows as $N$. The remainder is the reflection from the two outer faces of a slab with the average $\bar\chi$. One such face reflects with magnitude $|\bar\chi|/4$ to first order, and two in phase give $|\bar\chi|/2$.

For numbers, take molybdenum and silicon at 13.5 nm, a photon energy of 91.8 eV, with the rough typical indices $n_H=0.92+0.006i$ and $n_L=0.999+0.002i$. Then $\chi_H=-0.1536+0.0110i$, $\chi_L=-0.0020+0.0040i$ and $|\chi_H-\chi_L|=0.152$. Let the mirror work in second order at normal incidence, for which the vacuum Bragg period is $2\times13.5/2=13.5$ nm. In the kinematic formula the second order is strongest where $|\sin(2\pi\Gamma)|=1$, at $\Gamma=0.25$ and equally at $\Gamma=0.75$. The smaller share is used here, since it contains less of the more absorbing molybdenum. The missing one has $\Gamma=0.5$.

With three periods and $\Gamma=0.25$, the kinematic amplitude is $3\times0.152/2=0.228$, a reflectance of 5.2%. Solving the full wave equation by multiplying layer matrices gives 5.1%. With 40 periods the same formula gives an amplitude of 3.0, which is impossible for a passive mirror: the incident wave can no longer be treated as undisturbed. For $\Gamma=0.5$, the largest kinematic amplitude within $|\Delta q|d/2\leq\pi/N$ is 0.039 for both 10 and 40 periods, in agreement with $|\bar\chi|/2=0.039$.

At $\Gamma=0.5$ and the vacuum Bragg period, however, the full solution for three periods reflects 0.29%, not zero. This remainder is of second order in $\chi_H$ and $\chi_L$ themselves, not in their difference. To find it at normal incidence, imagine a vacuum gap of zero thickness between neighbouring layers. Such a gap changes nothing, but it lets each layer be treated as a separate slab in vacuum.

Let $\rho=(1-n)/(1+n)$ be the amplitude reflected at the front face of a slab, $-\rho$ that at its back face seen from inside, and $\phi$ the phase for one passage. The two transmissions through the front face multiply to $1-\rho^2$. Summing all internal round trips gives

$$r_{\rm slab}=\rho-\frac{(1-\rho^2)\rho e^{2i\phi}}{1-\rho^2e^{2i\phi}}
=\frac{\rho(1-e^{2i\phi})}{1-\rho^2e^{2i\phi}} .$$

Put $p=m\Gamma$, an integer, and $\eta=1-n$. At the vacuum Bragg condition $ka=\pi p$, so the heavy layer has $\phi=\pi p(1-\eta_H)$ and $e^{2i\phi}=e^{-2\pi ip\eta_H}\approx1-2\pi ip\eta_H$. Since $\rho\approx\eta_H/2$, the heavy slab reflects $i\pi p\eta_H^2$. The light slab has $kb=\pi(m-p)$ and reflects $i\pi(m-p)\eta_L^2$. To leading order the round-trip phases between slabs are whole cycles, so the contributions add:

$$r\approx i\pi N\left[p(1-n_H)^2+(m-p)(1-n_L)^2\right].$$

Corrections to the phases between slabs enter at third order. Repeated reflections among slabs enter later still, because each needs at least three slab reflections.

For three periods with $m=2$ and $p=1$, this gives a reflectance of 0.37%, which is 29% above the full value relative to that value. The expansion is strained even for so short a stack. The round-trip phase error grows by about $2\pi\times0.08=0.5$ rad per period, whereas the derivation took it to be small, and absorption weakens the deeper periods. Both matter: without absorption the estimate lies only 12% above the full value, and keeping the complex phase between periods brings it to 0.28%.

The full wave equation has its own condition for a missing order. For real indices and normal incidence, a layer of thickness $t$ and wave number $K=nk$ carries the field and its slope across according to

$$\begin{pmatrix}E\\E'\end{pmatrix}_{\!\rm out}=
\begin{pmatrix}\cos Kt&\sin(Kt)/K\\-K\sin Kt&\cos Kt\end{pmatrix}
\begin{pmatrix}E\\E'\end{pmatrix}_{\!\rm in}.$$

If $Kt$ is an integer multiple of $\pi$, the matrix is plus or minus the identity. A stack made of such layers passes on the field and its slope unchanged apart from a common sign. With vacuum on both sides it reflects nothing, whatever the number of periods. The condition is

$$n_Ha=\frac{p\lambda}{2},\qquad n_Lb=\frac{(m-p)\lambda}{2},$$

with $p$ between 1 and $m-1$. Dividing the first optical thickness by the sum of both gives

$$m\Gamma_{\rm opt}=p,\qquad \Gamma_{\rm opt}=\frac{n_H\Gamma}{\bar n},\qquad \bar n=\Gamma n_H+(1-\Gamma)n_L .$$

The optical fraction has taken the place of the geometric one. The two agree as the contrast tends to zero, which is why the first-order theory cannot tell them apart. In geometric terms the zero lies at

$$\Gamma_*=\frac{a}{a+b}=\frac{p\,n_L}{p\,n_L+(m-p)n_H}.$$

With the real parts of the example's indices, the half-wave layers are $13.5/(2\times0.92)=7.337$ nm of molybdenum and $13.5/(2\times0.999)=6.757$ nm of silicon. Their geometric fraction is $\Gamma_*=0.999/1.919=0.5206$.

The cost of keeping $m\Gamma=p$ in geometric thickness follows from the matrix of one period. Choose the period that satisfies the refracted Bragg condition $2\bar nd=m\lambda$, so that the phases of the two layers add to $\pi m$. Because $n_H<n_L$, the heavy layer falls short of its half waves:

$$\phi_H=\pi p-\varepsilon,\qquad \phi_L=\pi(m-p)+\varepsilon,$$

$$\varepsilon=\pi m(\Gamma-\Gamma_{\rm opt})=\pi m\Gamma\,\frac{\bar n-n_H}{\bar n}
=\pi m\Gamma(1-\Gamma)\frac{n_L-n_H}{\bar n}.$$

Multiplying the two layer matrices gives half the trace of the period matrix $M$:

$$\tfrac12{\rm Tr}\,M=\cos\phi_H\cos\phi_L-\frac12\left(\frac{n_H}{n_L}+\frac{n_L}{n_H}\right)\sin\phi_H\sin\phi_L .$$

Here $\cos\phi_H\cos\phi_L=(-1)^m\cos^2\varepsilon$ and $\sin\phi_H\sin\phi_L=-(-1)^m\sin^2\varepsilon$. Replacing $\cos^2\varepsilon$ by $1-\sin^2\varepsilon$ and collecting terms gives

$$\left|\tfrac12{\rm Tr}\,M\right|=1+\frac{(n_H-n_L)^2}{2n_Hn_L}\sin^2\varepsilon .$$

The matrix has unit determinant, so a trace of this size means that its eigenvalues have magnitudes $e^{\kappa}$ and $e^{-\kappa}$ with $|{\rm Tr}\,M|/2=\cosh\kappa\approx1+\kappa^2/2$. For small $\varepsilon$,

$$\kappa\approx\frac{\pi m\Gamma(1-\Gamma)(n_H-n_L)^2}{\bar n\sqrt{n_Hn_L}} .$$

This is the coupling per period between forward and backward waves. It is quadratic in the index contrast, while an allowed order couples linearly. A long stack can nevertheless build up an appreciable reflection from it. At $\Gamma=0.5$ the example has $\bar n=0.9595$, a refracted Bragg period of $13.5/0.9595=14.07$ nm and $\kappa=0.0107$ from the formula; the trace itself gives 0.0106. Over 40 periods $N\kappa$ is about 0.43. The matrix calculation without absorption, in vacuum on both sides, gives a reflectance of 16% at this supposedly missing order.

A real mirror absorbs and stands on a substrate. The full calculation was therefore repeated with complex indices and 40 periods on silicon, with the wavelength held at 13.5 nm. For each $\Gamma$ the period was varied by 2% to either side of its refracted Bragg value, and the largest reflectance was kept. It is 65% for $\Gamma=0.25$, 3.2% for $\Gamma=0.5$ and 0.09% for $\Gamma=\Gamma_*$. The geometric rule thus suppresses the order by a factor of about 20, and the half-wave choice by a further factor of nearly 40. These factors depend on the inputs: with $n_H=0.9237+0.0064i$ and $n_L=0.9990+0.0018i$ they become about 25 and 32, and with the original indices but 20 periods about 30 and 21.

A scan of $\Gamma$ from 0.48 to 0.56 in steps of 0.002 has its least peak at 0.520, the grid point nearest to $\Gamma_*$. The half-wave value therefore remains a good guide in this absorbing mirror. The small remainder there is no contradiction, since the zero was derived for real indices. Absorption accounts for nearly all of it: at the exact half-wave period the absorbing stack reflects 0.08% both free-standing and on silicon, and letting the period vary raises this only to 0.09%. Absorption also limits how many periods can contribute. At $\Gamma=0.5$ the mean imaginary index is $\bar\beta=0.004$, and the round-trip amplitude falls by the factor $e^{-2k\bar\beta d}$ per period, or to $1/e$ after 19 periods.

Real interfaces are not sharp. Suppose that $\chi$ follows error functions, with widths $\sigma_1$ at the top and $\sigma_2$ at the bottom of each heavy layer. Within the periodic part of the stack, integration by parts gives $F(q_m)=(i/q_m)\int\chi'e^{iq_mz}dz$ over one period, because the boundary terms cancel. The slope $\chi'$ is a positive and a negative Gaussian times the contrast, and a normalized Gaussian of width $\sigma$ has the Fourier integral $W=e^{-q_m^2\sigma^2/2}$. Therefore

$$F(q_m)=\frac{i}{q_m}(\chi_H-\chi_L)\left(W_1-W_2e^{iq_ma}\right).$$

Equal widths weaken both faces equally and keep the kinematic zero. Unequal widths lift it, leaving $|W_1-W_2|/2$ of the strongest sharp-interface amplitude in that order.

The example can now be set beside practice. The usual Mo/Si mirror for 13.5 nm works in first order with a period near 7 nm, and its molybdenum fraction is often near 0.4; the period used here is about twice as large. In real Mo/Si stacks the materials mix at the interfaces, and the zone where molybdenum was deposited on silicon is the wider one. With illustrative widths of 0.5 nm there and 0.3 nm at the other interface, $q_m=0.931$ nm$^{-1}$ gives $W_2=0.897$ and $W_1=0.962$. The missing order then regains 3.2% of the strongest second-order amplitude. A molybdenum layer 0.1 nm too thick at fixed period gives $\sin(2\pi\times0.1/13.5)$, or 4.7%. Refraction at $\Gamma=0.5$, where $\Gamma_{\rm opt}=0.479$, gives $|\sin(2\pi\Gamma_{\rm opt})|$, or 13%. These are shares of amplitude, so they must not be summed as reflectances. Their phases matter too. With $q_ma=2\pi+\delta$ and small $\delta$, the factor $W_1-W_2e^{iq_ma}$ is close to $(W_1-W_2)-i\delta W_2$. A change of thickness can therefore offset the refraction, but it cannot cancel the share left by unequal interfaces, which is a quarter cycle out of phase. In the absorbing mirror the sign of this share matters. The full calculation with these graded profiles and a sharp outer surface gives a least peak of about 0.5% near $\Gamma=0.52$, against 3.3% at $\Gamma=0.5$. With the two widths exchanged it gives about 0.07%.

For a mirror like this one, near normal incidence and with similar indices, the geometric rule serves to identify the order that will be weak. If that order must be suppressed strongly, the layers should be set by their optical thickness. Here this means making the molybdenum 7.34 nm and the silicon 6.76 nm thick, instead of giving each half of 14.07 nm. The changes are only 0.30 and 0.28 nm, so errors of that size and of opposite sign in the two layers undo the gain. Interfaces that are wider at the bottom of the molybdenum than at its top limit it: with the illustrative widths the gain over $\Gamma=0.5$ falls from nearly 40 to about 7.
